# Does a negative semilocal gap make defects in germanium metallic?

## The argument under review

The manuscript treats a deep donor in germanium with a semilocal density functional. In the perfect crystal the antibonding s state at $\Gamma$ comes out below the top of the valence band, so the "gap" is negative. In the neutral 216-atom defect cell the Fermi level lies among extended states, and the donor orbital is nearly empty. The authors reason as follows: the host has a negative gap, hence it is a metal; the defect has no occupied localized level, hence the defect is metallic too.

The calculated occupations may well be converged and still not support this conclusion. Three questions have to be separated. What does a negative gap at $\Gamma$ mean for the filling of the bands? Why did the donor lose its electron? Would it lose it if the band edges were right?

I answer them in a model whose edges can be moved while the defect is held fixed. Energies are in eV from the valence top, lengths in nm, and the temperature is zero unless stated. The edges are round inputs in the rough regime of germanium, not a computed band structure:

- reference: $E_\Gamma=0.80$, $E_L=0.70$ eV;
- semilocal-like: $E_\Gamma=-0.10$, $E_L=0.10$ eV.

Both sets share the same valence top, and the donor's total-energy level is 0.40 eV above it in both. That common alignment is an assumption, to which I return.

## An inverted host is not an ordinary metal

Near $\Gamma$ I keep the s state and the three p states, each with two spins. Let $P$ be the s–p coupling and $\Delta=0.30$ eV the spin–orbit splitting. Take $\mathbf k$ along $z$; the model is isotropic, so this loses nothing. The s state then couples only to $p_z$, with matrix element $iPk$. Spin–orbit coupling divides $p_z$ between a light-hole state at energy 0, with weight $2/3$, and a split-off state at $-\Delta$, with weight $1/3$. With suitable phases the amplitudes obey

$$(E-E_\Gamma)c_s=iPk\left(\sqrt{\tfrac23}\,c_l+\sqrt{\tfrac13}\,c_o\right),$$

$$E\,c_l=-iPk\sqrt{\tfrac23}\,c_s,\qquad (E+\Delta)c_o=-iPk\sqrt{\tfrac13}\,c_s .$$

Solve the last two for $c_l$ and $c_o$ and insert them in the first. Since $(iPk)(-iPk)=P^2k^2$,

$$E-E_\Gamma=P^2k^2\left[\frac{2}{3E}+\frac{1}{3(E+\Delta)}\right]. \tag{1}$$

The heavy-hole state does not couple and stays at $E=0$. Its downward curvature comes from remote bands, which are left out, as is the small free-electron term.

Now count electrons. These eight states hold six. If $E_\Gamma>0$, the six p states are full, the s pair is empty, and the gap at $\Gamma$ is $E_\Gamma$. If $-\Delta<E_\Gamma<0$, the s pair and the split-off pair take four electrons. Two remain for the fourfold level at zero, which is half filled. The gap at $\Gamma$ is therefore

$$E_{\rm gap}(\Gamma)=\max(E_\Gamma,0). \tag{2}$$

For the semilocal-like edges it is 0.000 eV, not $-0.10$ eV. The negative number is a difference between two labelled states, not an excitation energy. For small $k$ the upper branch of (1) has $E\to0^+$, so the first term in the bracket dominates and the left side tends to $|E_\Gamma|$:

$$E\simeq\frac{2P^2k^2}{3|E_\Gamma|}.$$

The former light-hole band now curves upward and serves as the conduction band. The pure host is a zero-gap semimetal whose bands touch at a point. This holds as long as the L valleys stay above zero, as they do here. Were $E_L$ negative, electrons would spill into them and leave holes at $\Gamma$; that would be a semimetal with true overlap.

Is the vanishing gap an error of the functional, or of reading eigenvalues as excitation energies? The caution is justified in general, because even the exact Kohn–Sham eigenvalue gap may differ from the fundamental gap. For a semilocal functional in a large crystal, however, an added extended electron changes the density by an amount of order $1/\Omega$, where $\Omega$ is the volume. The second-order exchange–correlation energy is of order $\Omega(1/\Omega)^2=1/\Omega$. The Hartree part is long-ranged and falls only as $\Omega^{-1/3}$ in a finite crystal. Both vanish as the crystal grows. Total-energy differences then give the same gap as the eigenvalues. Germanium is a semiconductor with a gap of roughly 0.7 eV, so a zero gap from total energies is an error of the functional.

## How the donor loses its electron

Let the donor orbital hold $n$ electrons, $0\le n\le1$, with the second spin state far above. By Janak's theorem its eigenvalue is $\varepsilon(n)=dE_d/dn$. For a semilocal functional I take an eigenvalue that rises linearly with filling,

$$\varepsilon(n)=\varepsilon_0-U(1-n),\qquad U>0 .$$

Setting $E_d(0)=0$ and integrating from zero gives

$$E_d(n)=(\varepsilon_0-U)n+\tfrac12Un^2. \tag{3}$$

The total-energy level, neutral minus ionized, is $E_d(1)=\varepsilon_0-U/2$. With $\varepsilon_0=0.50$ and $U=0.20$ eV it is $0.50-0.10=0.40$ eV. The filled eigenvalue thus lies 0.10 eV above the level it is often taken to represent. The exact energy would be straight between integers, with $U=0$ and the eigenvalue at 0.40 eV.

The convex form (3) can be tested on a free Ge atom in PBE with the def2-SVP basis, with the 4p electrons spread equally over three orbitals of one spin. At 1, 1.5 and 2 electrons the 4p eigenvalue is $-11.74$, $-7.94$ and $-4.32$ eV. The energy difference $E(4p^2)-E(4p^1)$ is $-7.97$ eV, close to the midpoint eigenvalue, as (3) requires. Equation (3) also puts the energy at half filling below the chord by

$$\tfrac12E_d(1)-E_d(\tfrac12)=\tfrac U4-\tfrac U8=\tfrac U8 .$$

For the atom, $U=7.42$ eV gives 0.93 eV, and the computed depth is 0.93 eV. This supports the shape of the curve, not the value of $U$ in the crystal. Dividing by a relative permittivity of 16 gives 0.46 eV, a crude indication that a few tenths of an eV is the right order. The atomic calculation is nonrelativistic and spherically averaged, and it is no substitute for experiment.

Next, the room in the bands. A sphere of radius $k_\Gamma(\mu)$, found from (1) at $E=\mu$, holds with two spins

$$2\,\frac{4\pi k_\Gamma^3/3}{(2\pi)^3}=\frac{k_\Gamma^3}{3\pi^2}$$

electrons per volume. An L valley has energy $E_L+h(k_l^2/m_l+k_t^2/m_t)$, where $h=\hbar^2/2m_0$ and the masses, in units of $m_0$, are $m_l=1.6$ and $m_t=0.08$. Its surface at $\mu$ is an ellipsoid with semi-axes $\sqrt{m_l(\mu-E_L)/h}$ and, twice, $\sqrt{m_t(\mu-E_L)/h}$. The product of the three replaces $k^3$. With $m_L=(m_lm_t^2)^{1/3}=0.217$ and four valleys,

$$n_b(\mu)=\frac{1}{3\pi^2}\left\{k_\Gamma^3(\mu)+4\left[\frac{m_L(\mu-E_L)}{h}\right]^{3/2}\right\}, \tag{4}$$

where each part counts only above its own edge. For the semilocal-like edges, $n_b(0.40)=0.306$ nm$^{-3}$. The $\Gamma$ pocket supplies 0.004 of this. The s state that makes the gap negative is itself filled, and the pocket that the inversion opens is a minor reservoir at this energy; the lowered L valleys are the major one.

Let charge $q=1-n$ leave the donor in a cell of volume $\Omega$. If $u(n_b)$ is the band energy per volume, then $du/dn_b=\mu$, and

$$E(q)=E_d(1-q)+\Omega\,u(q/\Omega),$$

$$\frac{dE}{dq}=-(\varepsilon_0-Uq)+\mu(q/\Omega). \tag{5}$$

The first term has a minus sign because raising $q$ lowers $n$. The second derivative, $U+\mu'(q/\Omega)/\Omega$, is positive, so there is one minimum. In the interior $\mu=\varepsilon_0-Uq$, or

$$q=\Omega\,n_b(\varepsilon_0-Uq). \tag{6}$$

The end points give the criteria. Let $E_c=\min[E_L,\max(E_\Gamma,0)]$ be the lowest conduction energy. At $q=0$ the slope is $E_c-\varepsilon_0$, so no charge leaves if $E_c\ge\varepsilon_0$. At $q=1$ the slope is not positive if $\mu(1/\Omega)\le\varepsilon_0-U$, so ionization is complete when

$$\Omega\ge\frac{1}{n_b(\varepsilon_0-U)}. \tag{7}$$

There is a case between. If $\varepsilon_0-U<E_c<\varepsilon_0$, then $n_b(\varepsilon_0-U)=0$ and no cell is large enough. As $\Omega\to\infty$ the band stays at its edge, and $q\to(\varepsilon_0-E_c)/U$, a fraction. A real isolated donor does not settle at a fractional charge; this limit is a product of the convex energy (3).

With the reference edges $E_c=0.70$ eV exceeds $\varepsilon_0=0.50$ eV, and the donor keeps its electron. With the semilocal-like edges $E_c=0$, and it does not. Nothing about the defect has changed.

## The numbers for the manuscript's cell size

The volume per atom is $a^3/8=0.02267$ nm$^3$ for $a=0.566$ nm, so 216 atoms occupy 4.896 nm$^3$. Try $q=0.918$ in (6). The eigenvalue is $0.50-0.20\times0.918=0.316$ eV, which is 0.216 eV above the L edge. At a depth of 0.30 eV the valleys hold $0.306-0.004=0.302$ nm$^{-3}$, and their room scales as depth to the power $3/2$:

$$0.302\left(\frac{0.216}{0.30}\right)^{3/2}\simeq0.185\ {\rm nm}^{-3}.$$

The $\Gamma$ pocket adds about 0.002. The product with the volume is $4.896\times0.187\simeq0.92$, as it must be. The cell called neutral contains a donor that is 92% ionized, with its electron in the bands.

For complete ionization, (7) needs the room at $\varepsilon_0-U=0.30$ eV. The L part is $0.302(0.20/0.30)^{3/2}=0.164$ nm$^{-3}$, and with the pocket the total is about 0.166. The volume is $1/0.166\simeq6.0$ nm$^3$, or 265 atoms. With these inputs the manuscript's cell is just short of this, but the threshold depends strongly on $U$, on the masses and on the electrostatic term discussed below.

I checked (6) by a different calculation. An explicit donor orbital was coupled by 2 meV to each folded band state, the supercell Hamiltonian was diagonalized on a $k$ mesh, and the donor eigenvalue was made self-consistent with its charge. The lost charge was 0.47 for 64 atoms and 0.92 for 216 atoms, against 0.46 and 0.92 from (6). With the reference edges it was 0.000.

## Which error does the damage?

All entries here are for 216 atoms and a converged mesh. "Straight" means $U=0$ with the eigenvalue at 0.40 eV; "convex" means $U=0.20$ eV with the filled eigenvalue at 0.50 eV.

| Edges $(E_\Gamma,E_L)$, eV | Donor energy | Lost charge |
|---|---|---:|
| 0.80, 0.70 | straight | 0.000 |
| 0.80, 0.70 | convex | 0.000 |
| −0.10, 0.10 | straight | 1.000 |
| −0.10, 0.10 | convex | 0.918 |
| −0.10, 0.70 | convex | 0.034 |
| 0.10, 0.10 | convex | 0.915 |

The first four rows show that, for this donor, wrong edges are enough to ionize it and a convex energy alone is not. For a shallower donor the convexity could matter by itself, since it raises the filled eigenvalue by $U/2$ and could carry it past a correct edge.

The last two rows concern the manuscript's central inference. With a negative gap at $\Gamma$ but a correct L edge, 3% of an electron leaves. With a positive gap of 0.10 eV, 91% leaves. The sign of the gap does not decide the matter; what counts is where the extended states lie relative to the donor eigenvalue, and how many there are.

The fifth row should not be read as safety in the dilute limit. The $\Gamma$ pocket is small but not empty, and by (7) it can take the whole electron once the cell reaches about 22,000 atoms. A small loss in a small cell can be a finite-size effect that conceals a wrong ordering of levels.

Sampling can mislead in both directions. For the edges of the fifth row, a mesh with the $\Gamma$ point alone gives a lost charge of 1.000 instead of 0.034. The single state at $k=0$ is given the weight of the whole Brillouin zone and accepts two electrons, although the pocket fills only a small part of the zone.

The opposite occurs for 64 atoms with the semilocal-like edges. The zone-corner point alone gives a loss of 0.000, where (6) gives 0.461. In this cubic cell of side $2a$ the L points fold to $\Gamma$, and the corner point lies away from them: the nearest sampled wave vectors along a valley axis are halfway from L to $\Gamma$. None of the model's sampled states lies below the donor eigenvalue. The parabolic valleys are stretched far there, so the case illustrates the danger rather than predicting a particular crystal calculation. An apparently sound donor on such a mesh proves nothing about the edges.

## What the computed "level" then measures

The manuscript also derives a donor level from the total energies of the neutral and ionized cells. If the neutral cell has lost charge, that difference is something else. Write $g=dn_b/d\mu$ for the density of states and integrate by parts:

$$\Omega u=\Omega\int_0^\mu E\,g(E)\,dE=q\mu-\Omega\int_0^\mu n_b(E)\,dE .$$

The boundary term used $\Omega n_b(\mu)=q$. The apparent level is therefore

$$E_{\rm app}=E_d(1-q)+q\mu-\Omega\int_0^\mu n_b(E)\,dE. \tag{8}$$

| Atoms | Lost charge | $E_{\rm app}$, eV |
|---:|---:|---:|
| 64 | 0.461 | 0.322 |
| 216 | 0.918 | 0.236 |
| 512 | 1.000 | 0.177 |
| $10^6$ | 1.000 | 0.035 |

The level put into the model was 0.40 eV. The fall with cell size follows from (5). At fixed $q$,

$$\frac{\partial(\Omega u)}{\partial\Omega}=u-n_b\mu=-\int_0^\mu n_b\,dE<0,$$

so each trial energy with $q>0$ falls as the cell grows, and the minimum falls with it. For $\Omega\to\infty$ the released electron costs only the band-edge energy, here zero. Since $\varepsilon_0-U=0.30$ eV is above that edge, $q=1$ and $E_{\rm app}\to0$. A larger cell thus converges to the false conduction edge, not to the donor. A direct minimization of the summed energies for 216 atoms also gives 0.236 eV.

Could one keep the calculation and shift the conduction bands afterwards? Raise the L edge by 0.60 eV to its reference value at frozen occupations. Almost all the lost charge is in the valleys, about $4.896\times0.185\simeq0.91$ of an electron, so the energy rises by about $0.91\times0.60\simeq0.54$ eV, and the apparent level becomes $0.24+0.54\simeq0.78$ eV. That is above the reference conduction edge and about twice the true level. The shift has been applied to an electron that should not have been in the band. If instead the donor orbital is held at $n=1$, equation (3) gives 0.40 eV at once. The occupation must be repaired before the energies are compared.

## How far this applies to real germanium

The reference edges resemble germanium, whose lowest conduction valleys are at L with the $\Gamma$ edge roughly 0.1 eV higher. A donor 0.3 eV below the L edge is roughly as deep as substitutional sulfur or selenium, but such a donor, when neutral, has two electrons to give, and I follow only the first. The semilocal-like edges are the least certain inputs: they depend on the functional, the lattice constant and the treatment of the core and of spin–orbit coupling, and must be computed for the authors' own setup.

The common alignment matters as well. Differentiating (6) gives

$$\frac{dq}{d\varepsilon_0}=\frac{\Omega n_b'}{1+U\Omega n_b'} .$$

For 216 atoms the L part gives $n_b'\simeq1.5\times0.185/0.216=1.28$ nm$^{-3}$eV$^{-1}$, hence $\Omega n_b'\simeq6.3$ eV$^{-1}$ and a slope of about 2.8 eV$^{-1}$. A donor eigenvalue 0.1 eV lower relative to the bands would lose about 0.64 instead of 0.92. The degree of ionization is sensitive; its occurrence is less so.

Four other omissions can be estimated. For this cell, each of the first three changes the loss by less than 0.1:

- An L-valley nonparabolicity of 0.5 eV$^{-1}$ raises the loss to 0.98.
- The electrostatic energy of the periodic array of ionized donors in a uniform electron background is $-0.075$ eV per cell at $q=1$; including it completes the ionization. The change is small here only because the loss cannot exceed 1; for 64 atoms the same term raises the loss from 0.46 to about 0.73.
- A coupling of 20 meV per band state, instead of 2 meV, gives 0.88 missing from the donor orbital, a number that mixes hybridization with transfer.
- Coulomb binding of the released electron is left out. In an L valley an isotropic hydrogenic trial state gives 6 meV, which is a lower bound on the binding. If the false edges left L lowest, the electron could therefore be weakly bound at very low density, and even a spuriously ionized donor need not conduct at zero temperature. With the semilocal-like edges used here the dilute electron goes to $\Gamma$ instead, where this estimate does not apply.

Two inputs move the loss by more than 0.1. The masses were kept at their experimental values, but $1/m_t-1$ varies roughly as the inverse of the direct gap at L. Lowering that gap from about 2.2 to 1.6 eV gives $1/m_t\simeq1+11.5\times2.2/1.6=16.8$, or $m_t\simeq0.06$. The room in the valleys is proportional to $m_t$, and (6) then gives a loss of about 0.80. Taking $U=0.46$ eV at the same total-energy level gives about 0.74, and (7) then needs about 1,300 atoms; with the reference edges the loss is still zero, since the filled eigenvalue of 0.63 eV stays below 0.70 eV.

Real ionization must not be confused with any of this. For $N$ donors per volume with twofold spin degeneracy, $n_e$ free electrons and holes neglected,

$$\frac{N-n_e}{n_e}=2e^{(\mu-E_D)/k_BT},\qquad n_e=N_ce^{(\mu-E_L)/k_BT},$$

where $E_D=0.40$ eV and $N_c$ is the effective density of states of the valleys. Dividing the second relation by the first eliminates $\mu$:

$$\frac{n_e^2}{N-n_e}=\frac{N_c}{2}\,e^{-(E_L-E_D)/k_BT}.$$

With the reference edges, $N=10^{16}$ cm$^{-3}$ and 300 K, 6.6% of the donors are ionized. This is thermal activation across a real energy difference, and it disappears as $T\to0$. The loss in the manuscript is present at $T=0$.

## Recommendation

The claim of a metallic defect should be withdrawn unless it survives a calculation with sound band edges. The authors should first report the host edges at both $\Gamma$ and L, with their own lattice constant and potentials. They should then use a method that places these edges correctly, for instance a hybrid functional checked on the host, and show the donor's occupation and the spatial extent of its highest filled state. Cell size and $k$ mesh should be varied separately, since each can change the loss. If the electron returns to a localized state in the gap, the semilocal result was spurious ionization. If extended states remain partly filled at zero temperature with correct edges and converged sampling, there is a case for metallic behaviour at the donor density of that cell, and it will rest on those states rather than on the negative gap. It does not carry over to a dilute donor: one donor in 216 atoms is about $2\times10^{20}$ cm$^{-3}$, a density at which even an ordinary shallow donor can give up its electron to the bands. The numerical output below gives the main values used here; the remaining estimates follow from (4), (6) and (7).

## Values computed for the example and the checks

```
Lattice constant: 0.566 nm; Kane energy 25.0 eV; spin-orbit 0.30 eV
L masses: 1.60, 0.08 m0; density mass per valley 0.217 m0
Reference edges Gamma, L: 0.80, 0.70 eV
Semilocal-like edges Gamma, L: -0.10, 0.10 eV
Gap at Gamma after filling, reference: 0.800 eV
Gap at Gamma after filling, semilocal-like: 0.000 eV
Total-energy level 0.40 eV; filled eigenvalue 0.50 eV; U 0.20 eV
Band room below 0.40 eV: formula 0.3062 nm^-3
Band room below 0.40 eV: explicit count 0.3049 nm^-3
Gamma part of that room: 0.00409 nm^-3
64 atoms: volume 1.451 nm^3; lost charge 0.461 e; apparent level 0.322 eV
216 atoms: volume 4.896 nm^3; lost charge 0.918 e; apparent level 0.236 eV
512 atoms: volume 11.605 nm^3; lost charge 1.000 e; apparent level 0.177 eV
1000000 atoms: volume 22665.187 nm^3; lost charge 1.000 e; apparent level 0.035 eV
Cell for full ionization: 265 atoms
Same if only Gamma is wrong: 22223 atoms
Diagonalization, 64 atoms: lost charge 0.474 e
Diagonalization, 216 atoms: lost charge 0.915 e
Diagonalization, 216 atoms, reference edges: 0.000 e
Direct energy minimum, 216 atoms: 0.924 e, 0.236 eV
216 atoms, correct edges, straight energy: lost charge 0.000 e
216 atoms, correct edges, convex energy: lost charge 0.000 e
216 atoms, wrong edges, straight energy: lost charge 1.000 e
216 atoms, wrong edges, convex energy: lost charge 0.918 e
216 atoms, only Gamma wrong (-0.1), L correct: lost charge 0.034 e
216 atoms, small positive gap (Gamma=L=+0.1): lost charge 0.915 e
216 atoms, only Gamma wrong, Gamma-point mesh: 1.000 e
64 atoms, semilocal-like edges, zone-corner point: 0.000 e
Ge atom PBE/def2-SVP, E(4p2)-E(4p1): -7.967 eV
Ge atom 4p eigenvalue at 1, 1.5, 2 electrons: -11.742, -7.935, -4.322 eV
Ge atom energy at 1.5 below straight line: 0.927 eV
Ge atom eigenvalue rise per electron: 7.420 eV; /16: 0.464 eV
216 atoms, L nonparabolicity 0.5/eV: lost charge 0.976 e
Cell electrostatic energy at q=1, 216 atoms: -0.075 eV
216 atoms with cell electrostatics: lost charge 1.000 e
216 atoms, coupling 20 meV instead of 2 meV: 0.881 e
Shallow Coulomb binding in L valleys: 6.22 meV
True thermal ionization, 300 K, 1e16 cm^-3: 6.58 %
```
